# Far-infrared emissivity of a thick oxide conductor from the Hagen-Rubens limit

## Problem

A smooth, non-magnetic oxide conductor has the dc conductivity $\sigma = 10000$ S/cm. It is viewed from vacuum along its surface normal at the wavelength $\lambda = 50$ µm, and it is so thick that no radiation passes through it.

(a) Derive the normal emissivity $e$ when the current follows the field without delay and far exceeds the displacement current. This is the Hagen-Rubens limit.

(b) Show that the result is near 5 percent.

(c) How thick must the layer be?

(d) The carriers have a mobility of 50 cm²/Vs and an effective mass of 0.35 electron masses. Does the current really follow the field without delay, and how far does the answer move?

SI units are used in the formulas. Fields vary as $e^{-i\omega t}$, so a medium that absorbs has a relative permittivity $\varepsilon$ with positive imaginary part.

## Hints

1. Put the surface in a cavity at uniform temperature. What must the radiation leaving it along the normal add up to?
2. Combine the conduction and displacement currents into one complex permittivity. The dimensionless number $s=\varepsilon_0\omega/\sigma$ compares them.
3. Use $z=1/\sqrt{\varepsilon}$, the ratio of electric to magnetic field in the conductor relative to that in vacuum. For a good conductor it is small, which makes the expansion easy.
4. Do not compute the reflectance $R$ as a number close to one and then subtract. Find an expression for $1-R$ first.
5. For (d), let the current relax towards $\sigma E$ with a time constant $\tau$, and find the conductivity at frequency $\omega$.

## Solution

### (a) The emissivity law

**From emission to reflection.** In a cavity at equilibrium, the radiation leaving the surface along the normal must have the black-body intensity $B$ at each frequency. It has two parts: the emitted intensity $eB$, and the reflected intensity $RB$ of the black-body radiation arriving along the normal. A smooth surface reflects normal incidence back along the normal, and an opaque layer lets nothing through from behind. Therefore

$$eB+RB=B,\qquad e=1-R .$$

**The permittivity.** With Ohm's law $j=\sigma E$, the total current in Maxwell's equation is

$$\sigma E-i\omega\varepsilon_0E=-i\omega\varepsilon_0\left(1+\frac{i\sigma}{\varepsilon_0\omega}\right)E .$$

The bracket is the relative permittivity,

$$\varepsilon=1+\frac{i}{s},\qquad s=\frac{\varepsilon_0\omega}{\sigma}.$$

**Matching at the surface.** Let $\zeta$ be the depth below the surface, $k_0=\omega/c$ and $\tilde n=\sqrt{\varepsilon}$. The wave in the conductor varies as $e^{i\tilde nk_0\zeta}$. Faraday's law, $\partial E/\partial\zeta=i\omega\mu_0H$, then gives

$$H=\frac{\tilde nk_0}{\omega\mu_0}E=\frac{\tilde n}{Z_0}E,\qquad Z_0=\mu_0c=\frac{1}{\varepsilon_0c}.$$

For an incident wave of unit amplitude, let $r$ be the reflected and $t$ the transmitted amplitude. The reflected wave travels backwards, so its magnetic field has the opposite sign. Continuity of $E$ and $H$ requires

$$1+r=t,\qquad 1-r=\tilde nt .$$

Inserting the first equation into the second gives $1-r=\tilde n(1+r)$, hence

$$r=\frac{1-\tilde n}{1+\tilde n}=\frac{z-1}{z+1},\qquad z=\frac1{\tilde n}.$$

Now subtract before approximating. Since $|1\pm z|^2=1\pm2\,\mathrm{Re}\,z+|z|^2$,

$$e=1-|r|^2=\frac{|1+z|^2-|1-z|^2}{|1+z|^2}=\frac{4\,\mathrm{Re}\,z}{|1+z|^2}. \qquad (1)$$

The emissivity is small because $z$ is small: the conductor nearly short-circuits the electric field at its surface.

**The good conductor.** For $s\ll1$ the 1 in $\varepsilon$ may be dropped, so $\varepsilon\approx i/s$ and

$$z^2=\frac{s}{i}=-is .$$

Because $(1-i)^2=-2i$, the roots are $\pm\sqrt{s/2}\,(1-i)$. Power must flow into the conductor, which requires $\mathrm{Re}\,z>0$, so

$$z=\sqrt{\frac s2}\,(1-i).$$

Thus $4\,\mathrm{Re}\,z=4\sqrt{s/2}=\sqrt{8s}$, $2\,\mathrm{Re}\,z=\sqrt{2s}$ and $|z|^2=s$. Equation (1) becomes

$$e=\frac{\sqrt{8s}}{1+\sqrt{2s}+s}. \qquad (2)$$

To leading order in $\sqrt s$ this is the Hagen-Rubens law,

$$e_{\rm HR}=\sqrt{8s}=\sqrt{\frac{8\varepsilon_0\omega}{\sigma}}. \qquad (3)$$

The emissivity falls as $\sigma^{-1/2}$, and at fixed conductivity it falls with wavelength as $\lambda^{-1/2}$. The denominator in (2) supplies the first relative correction, $-\sqrt{2s}$.

### (b) The number

The conductivity is $10000$ S/cm $=1.000\times10^6$ S/m. The angular frequency is

$$\omega=\frac{2\pi c}{\lambda}=\frac{2\pi\times2.998\times10^8\ \text{m/s}}{50\times10^{-6}\ \text{m}}=3.767\times10^{13}\ \text{s}^{-1}.$$

Therefore

$$s=\frac{8.854\times10^{-12}\times3.767\times10^{13}}{1.000\times10^6}=3.336\times10^{-4}.$$

The conduction current exceeds the displacement current by a factor $1/s\approx3000$, so dropping the 1 in $\varepsilon$ was harmless. Equation (3) gives

$$e_{\rm HR}=\sqrt{8\times3.336\times10^{-4}}=0.05166 .$$

The correction $\sqrt{2s}$ is 2.6 percent of this value. Equation (2) gives

$$e=\frac{0.05166}{1+0.0258+0.0003}=0.0503 .$$

Both values are near 5 percent, as was to be shown. They rest on the assumption that the dc conductivity still holds at this frequency, which part (d) examines.

### (c) The thickness

From $z=\sqrt{s/2}\,(1-i)$,

$$\tilde n=\frac1z=\frac{1+i}{2\sqrt{s/2}}=\frac{1+i}{\sqrt{2s}} .$$

The field amplitude therefore falls as $\exp(-k_0\zeta/\sqrt{2s})=e^{-\zeta/\delta}$, with the skin depth

$$\delta=\frac{\sqrt{2s}}{k_0}=\frac c\omega\sqrt{\frac{2\varepsilon_0\omega}{\sigma}}=\sqrt{\frac{2}{\mu_0\sigma\omega}} .$$

The last step uses $\varepsilon_0c^2=1/\mu_0$. Numerically,

$$\delta=\frac{0.02583\times50000\ \text{nm}}{2\pi}\approx206\ \text{nm}.$$

A wave that crosses a layer of thickness $d$ and returns is weakened in amplitude by $e^{-2d/\delta}$. For $d=3\delta\approx620$ nm this factor is $e^{-6}\approx0.0025$, so the surface hardly feels what lies behind the layer. Three skin depths are a reasonable meaning of "optically thick" here. A layer 200 nm thick does not qualify.

### (d) The delay of the current

The relaxation time follows from the mobility $\mu=e_0\tau/m^*$, where $e_0$ is the elementary charge:

$$\tau=\frac{\mu m^*}{e_0}=\frac{50\times10^{-4}\times0.35\times9.109\times10^{-31}}{1.602\times10^{-19}}\ \text{s}=9.95\ \text{fs}.$$

Hence $x=\omega\tau=0.375$. This is below one, but it is not negligible.

In the Drude model the current relaxes towards its Ohmic value:

$$\tau\frac{dj}{dt}=\sigma E-j .$$

For fields varying as $e^{-i\omega t}$ the left side is $-ixj$, so

$$j=\sigma(\omega)E,\qquad \sigma(\omega)=\frac{\sigma}{1-ix}.$$

Replacing $\sigma$ by $\sigma(\omega)$ in the good-conductor permittivity gives $\varepsilon\approx i/[s(1-ix)]$, and

$$z^2=\frac{s(1-ix)}{i}=-is(1-ix)=-s(x+i).$$

Write $z=p-iq$ with $p>0$. The real part of $z^2$ and its modulus give

$$p^2-q^2=-sx,\qquad p^2+q^2=s\sqrt{1+x^2}.$$

Adding them and dividing by two yields $p^2=\tfrac s2(\sqrt{1+x^2}-x)$, so that

$$4\,\mathrm{Re}\,z=\sqrt{8s}\,F(x),\qquad F(x)=\sqrt{\sqrt{1+x^2}-x}. \qquad (4)$$

For small $x$, $\sqrt{1+x^2}\approx1$ to first order, so $F\approx\sqrt{1-x}\approx1-x/2$. The limit in (a) is recovered as $x\to0$, and the inertia of the carriers lowers the emissivity.

For $x=0.375$, $F=0.833$. The numerator of (1) is $0.05166\times0.833=0.0430$. In the denominator, $2\,\mathrm{Re}\,z$ is half the numerator, $0.0215$, and $|z|^2=s\sqrt{1+x^2}=0.0004$. Thus

$$e=\frac{0.0430}{1+0.0215+0.0004}=0.0421 .$$

The Drude emissivity is 4.2 percent. The Hagen-Rubens value of 5.2 percent is about 23 percent higher, relative to the Drude value. The limit gives the right size, but its second condition, $\omega\tau\ll1$, is met only moderately. The first condition, $s\ll1$, is met very well.

### The model beside a real material

These parameters lie in the regime of heavily tin-doped indium oxide. A conductivity of $10^4$ S/cm is high for this material. By (3), a quarter of the conductivity would double the Hagen-Rubens emissivity. The mobility and mass above are rough values. With them the carrier density is $\sigma/(e_0\mu)=1.25\times10^{21}$ cm⁻³. A coating only 200 nm thick passes little power, but the wave returning from its back face is not negligible, so it does not act as a thick conductor; the second variation treats this case.

The following changes to the model or its parameters have smaller effects at 50 µm:

- **Bound charges.** Replacing the 1 in $\varepsilon$ by a rough background value of 4 leaves the Drude result at 4.21 percent.
- **Lattice vibrations.** Far-infrared vibrations can lie near the working frequency. As a rough model, add $5\omega_0^2/(\omega_0^2-\omega^2-0.05\,i\omega^2)$ to $\varepsilon$ and move $\omega_0$ between $0.7\omega$ and $1.3\omega$. The emissivity then ranges from 4.14 to 4.26 percent, because at this damping the free carriers dominate $\varepsilon$. The range depends on the assumed damping: with 0.01 in place of 0.05 it widens to 3.86 to 4.43 percent.
- **Effective mass.** At fixed conductivity and mobility, masses of 0.30 and 0.40 give 4.32 and 4.11 percent. A heavier carrier has a longer $\tau$ at the same mobility.
- **Warming.** Suppose that warming by 100 K raises the resistivity by a rough 5 percent, at fixed carrier density. Then $\sigma$ and $\tau$ both fall, and the emissivity rises to 4.35 percent. The relative rise of about 3 percent exceeds the 2.5 percent expected from $\sigma^{-1/2}$ alone, since a shorter $\tau$ also raises $F$.

The local form of Ohm's law needs a mean free path well below the skin depth. For a parabolic, isotropic band the Fermi wave number is $k_F=(3\pi^2n)^{1/3}$, with $n$ the carrier density. The Fermi energy $\hbar^2k_F^2/2m^*$ is 1.21 eV, far above the thermal energy of 0.026 eV at 300 K, so the carriers are degenerate. Their mean free path $\hbar k_F\tau/m^*$ is 11 nm, against a skin depth of 206 nm for the dc conductor and 183 nm for the Drude conductor. The local law is therefore justified.

Smoothness must be judged on two scales, the wavelength and the skin depth. Where the height of the surface varies slowly along it on the scale of the wavelength, a deviation $u$ shifts the phase of the reflected wave by $4\pi u/\lambda$. For small random shifts, the share of the reflected power scattered out of the mirror direction is the mean square of this phase. For a root-mean-square roughness $h=5$ nm it is about $(4\pi h/\lambda)^2=1.6\times10^{-6}$. The roughness of a deposited film usually varies over distances far shorter than 50 µm. It then acts by lengthening the path of the surface current, and the scale to compare with is $\delta$. For square grooves across the current in a dc conductor, the absorbed power rises by about 0.06 percent of its value for $h=5$ nm at a period of 50 nm. It rises by about 50 percent for $h=200$ nm at a period of 800 nm, where $(4\pi h/\lambda)^2$ is still only 0.0025. The surface counts as smooth only if $h\ll\delta$.

## Variation 1: the same conductor at other wavelengths

*Where does the Hagen-Rubens law become good, and may it be used for the heat radiated at room temperature?*

**Longer wavelengths.** Take $\omega\tau=0.1$ as a mark. The wavelength is

$$\lambda=\frac{2\pi c\tau}{0.1}=187\ \text{µm}.$$

There the Hagen-Rubens law gives 2.67 percent and the Drude model, with background permittivity 4, gives 2.51 percent. To first order the Drude value should lie below the limit by the relative amount

$$\frac x2+\sqrt{2s}=0.050+0.013=0.063 ,$$

where $\sqrt{2s}$ is half of $e_{\rm HR}=\sqrt{8s}$. The two values differ by about 6 percent, as expected. Both corrections vanish as the wavelength grows: $x$ falls as $1/\lambda$ and $\sqrt{2s}$ as $\lambda^{-1/2}$.

**Shorter wavelengths.** For $x\gg1$, $\sqrt{1+x^2}-x\approx1/(2x)$, and (4) gives

$$4\,\mathrm{Re}\,z\approx\sqrt{\frac{8s}{2x}}=2\sqrt{\frac sx}=2\sqrt{\frac{\varepsilon_0}{\sigma\tau}} .$$

The frequency has cancelled. As long as $|\varepsilon|$ remains large, the leading Drude emissivity levels off, here at

$$2\sqrt{\frac{3.336\times10^{-4}}{0.375}}\approx0.06 ,$$

whereas the Hagen-Rubens law continues to rise as $\sqrt\omega$.

This matters at 300 K. The Planck intensity per unit frequency is proportional to $y^3/(e^y-1)$ with $y=\hbar\omega/k_BT$, and it peaks near $y=2.8$. The wavelength 50 µm corresponds to $y\approx0.96$, so the peak lies at a frequency about three times higher, where $\omega\tau$ is about 1.1.

Averaging the normal emissivity numerically with this weight gives 10.0 percent from the Hagen-Rubens law and 5.4 percent from the Drude model with background permittivity 4. Lattice vibrations are left out of both averages. The law overestimates the Drude average by a factor of about 1.8 and should not be used for this purpose.

## Variation 2: a coating 200 nm thick

*The same oxide is deposited as a 200 nm film on thick glass at the same temperature. Does the smaller thickness lower the emissivity?*

Suppose first that the film is thin compared with $\delta$, so that $E$ is nearly uniform across it. The magnetic field then drops across the film by the current per unit width, $\sigma(\omega)d\,E$. If the glass has refractive index $n_g$, the ratio $Y=Z_0H/E$ at the front is

$$Y=n_g+Z_0\sigma(\omega)d=n_g+\frac{g}{1-ix},\qquad g=Z_0\sigma d=\frac{k_0d}{s}.$$

The last form follows from $Z_0=1/(\varepsilon_0c)$. Equation (1) holds with $z$ replaced by $1/Y$, because the matching at the front used only the ratio of the fields. For $g\gg|n_g|$ and $g\gg1$,

$$1-R\approx4\,\mathrm{Re}\,\frac1Y\approx4\,\mathrm{Re}\,\frac{1-ix}{g}=\frac4g .$$

The relaxation time has dropped out at this order. With $k_0d=2\pi\times200/50000=0.0251$,

$$g=\frac{0.0251}{3.336\times10^{-4}}\approx75,\qquad 1-R\approx\frac4{75}\approx0.053 .$$

The thickness is in fact close to one skin depth, so this is an estimate outside its strict range. A numerical integration of the wave equation through the Drude film, with background permittivity 4 and a rough glass index $n_g=2.5+0.3i$, gives the following.

| Film thickness | $1-R$ | Share entering the glass |
|---|---|---|
| 200 nm | 5.33 % | 0.14 % |
| 600 nm | 4.20 % | 0.002 % |

The glass absorbs what enters it, so $1-R$ is the emissivity of film and glass together. The thinner film has the higher emissivity: 5.3 percent, against 4.2 percent for the thick conductor. Little of the increase comes from the glass. Most of it is absorption in the film itself, whose sheet resistance $1/(\sigma d)$ rises as the film is thinned, so that it short-circuits the field less well. The dependence on thickness is not monotonic: near 400 nm, interference with the returning wave gives a shallow minimum of 4.12 percent, slightly below the thick value.

The close agreement with the estimate $4/g$ should not be taken as a measure of that formula's accuracy at $d\approx\delta$. Nor does the agreement of 5.3 percent with the Hagen-Rubens value of 5.2 percent confirm the thick-conductor law: the film is too thin for the wave returning from its back face to be neglected, and its carriers do not follow the field without delay.

The estimate $4/g$ grows as $1/d$ when the film is thinned, but the emissivity cannot follow it without end. Once $g$ is no longer large compared with $|n_g|$ and 1, the expansion fails, and for $d\to0$ the value of $Y$ tends to $n_g$, the value for bare glass.
